**Double loops without remanence: the 16/15 window**

For the free energy density F = a(T−T0)P²/2 − bP⁴/4 + cP⁶/6, with P the polarization and a, b, c positive constants, separate double loops without a remanent state occur for T1 < T < T2, with T2 − T1 = (16/15)(Tc − T0). Here T0 is the Curie–Weiss temperature, Tc the temperature of equal depth at zero field, T1 the temperature where the zero-field polar minimum disappears, and T2 the temperature where field-induced jumps end. The program locates Tc, T1 and T2 by bisection on the sampled free energy for three parameter sets and asserts the predicted offsets and the ratio. It also sweeps the field by local descent and asserts the presence or absence of hysteresis and remanence at eight temperatures around the boundaries. At 397 K and 408 K it asserts that the jumps agree with the derived switching fields to within two field steps. The output for the worked example gives Tc = 395 K, T1 = 400 K and T2 = 416 K, a window of 16 K. It shows a remanence of 0.2356 C/m² at 397 K, none at 408 K, and no jumps at 420 K.

## Check in Python

```python
# Result under test: for the free energy density
#   F(P) = a (T-T0) P^2/2 - b P^4/4 + c P^6/6,   a, b, c > 0,
# separate double hysteresis loops without a remanent state occur for
# T1 < T < T2, and T2 - T1 = (16/15) (Tc - T0).
#   P polarization, E field (conjugate to P), T0 Curie-Weiss temperature,
#   Tc equal depth of polar and nonpolar minima at E = 0,
#   T1 loss of the polar minimum at E = 0, T2 end of field-induced jumps.
# Temperatures are found from sampled F, loops from local descent in F - E P.
import numpy as np
from scipy.optimize import brentq


def free_energy(P, alpha, b, c):
    return alpha * P**2 / 2 - b * P**4 / 4 + c * P**6 / 6


def has_negative_energy(F):
    return bool(np.any(F[1:] < 0))


def has_polar_minimum(F):
    return bool(np.any((F[1:-1] < F[:-2]) & (F[1:-1] < F[2:])))


def has_unstable_range(F):
    return bool(np.any(F[2:] - 2 * F[1:-1] + F[:-2] < 0))


def measured_offset(predicate, a, b, c):
    """Largest T - T0 at which the sampled free energy has the property."""
    P = np.linspace(0, 1.3 * np.sqrt(b / c), 20001)
    low, high = 1e-6 * b**2 / (a * c), b**2 / (a * c)
    assert predicate(free_energy(P, a * low, b, c))
    assert not predicate(free_energy(P, a * high, b, c))
    for _ in range(45):
        middle = (low + high) / 2
        if predicate(free_energy(P, a * middle, b, c)):
            low = middle
        else:
            high = middle
    return (low + high) / 2


T0, a, b, c = 380.0, 8e5, 8e8, 1e10

# Characteristic temperatures from sampled free energies, three materials
for aa, bb, cc in [(a, b, c), (3e5, 2e9, 7e10), (1.7, 0.6, 2.3)]:
    dc = measured_offset(has_negative_energy, aa, bb, cc)
    d1 = measured_offset(has_polar_minimum, aa, bb, cc)
    d2 = measured_offset(has_unstable_range, aa, bb, cc)
    unit = bb**2 / (aa * cc)
    assert abs(dc / unit - 3 / 16) < 1e-6
    assert abs(d1 / unit - 1 / 4) < 1e-6
    assert abs(d2 / unit - 9 / 20) < 1e-6
    assert abs((d2 - d1) / dc - 16 / 15) < 1e-5
    if (aa, bb, cc) == (a, b, c):
        offset_c, offset_1, offset_2 = dc, d1, d2
Tc, T1, T2 = T0 + offset_c, T0 + offset_1, T0 + offset_2

# Quasi-static field sweep: the state moves downhill to the nearest minimum
P_grid = np.linspace(-0.35, 0.35, 7001)
fields = np.linspace(4e6, -4e6, 4001)
field_step = fields[0] - fields[1]
zero_index = len(fields) // 2
assert abs(fields[zero_index]) < 1e-6


def sweep(T):
    F = free_energy(P_grid, a * (T - T0), b, c)
    slope = (np.diff(F) / np.diff(P_grid)).tolist()
    i = len(P_grid) - 1
    branches = []
    for path in (fields, fields[::-1]):
        states = []
        for E in path.tolist():
            while i < len(slope) and E > slope[i]:
                i += 1
            while i > 0 and E < slope[i - 1]:
                i -= 1
            states.append(i)
        branches.append(P_grid[np.array(states)])
    return branches[0], branches[1][::-1]  # both ordered like fields


def jumps(P_down):
    where = np.nonzero(np.abs(np.diff(P_down)) > 0.02)[0]
    return [(fields[k + 1], P_down[k], P_down[k + 1]) for k in where]


def stability_limits(T):
    """Polarizations and fields at the two limits, from derived formulas."""
    alpha = a * (T - T0)
    root = np.sqrt(9 * b**2 - 20 * alpha * c)
    P_minus = np.sqrt((3 * b - root) / (10 * c))
    P_plus = np.sqrt((3 * b + root) / (10 * c))
    E_up = 2 * P_minus**3 * (b - 2 * c * P_minus**2)
    E_down = 2 * P_plus**3 * (b - 2 * c * P_plus**2)
    return P_minus, P_plus, E_up, E_down


# Classification on both sides of each boundary
for T in (396, 399, 401, 405, 411, 415, 417, 420):
    down, up = sweep(T)
    hysteresis = np.max(np.abs(down - up)) > 0.01
    remanence = abs(down[zero_index]) > 0.01
    assert hysteresis == (T < T2)
    assert remanence == (T < T1)

T_rem, T_double, T_none = 397.0, 408.0, 420.0
loop_data = {}
for T in (T_rem, T_double):
    down, up = sweep(T)
    found = jumps(down)
    limits = stability_limits(T)
    assert len(found) == 2
    assert abs(found[0][0] - limits[3]) < 2 * field_step
    assert abs(found[1][0] + limits[2]) < 2 * field_step
    assert np.max(np.abs(down + up[::-1])) < 3e-4  # odd symmetry of loop
    loop_data[T] = (down[zero_index], found, limits)
assert loop_data[T_rem][2][3] < 0 < loop_data[T_double][2][3]
assert loop_data[T_double][2][3] < loop_data[T_double][2][2]
down_none, up_none = sweep(T_none)
gap_none = np.max(np.abs(down_none - up_none))
assert len(jumps(down_none)) == 0 and gap_none < 3e-4

alpha_rem = a * (T_rem - T0)
P_rem = np.sqrt((b + np.sqrt(b**2 - 4 * alpha_rem * c)) / (2 * c))
assert abs(loop_data[T_rem][0] - P_rem) < 2e-4
assert abs(loop_data[T_double][0]) < 2e-4


# Field of equal depth of the two minima inside the window
def depth_difference(E):
    alpha = a * (T_double - T0)
    roots = np.roots([c, 0, -b, 0, alpha, -E])
    real = np.sort(roots[np.abs(roots.imag) < 1e-7].real)
    assert len(real) == 3 and real[0] > 0
    G = free_energy(real, alpha, b, c) - E * real
    return G[2] - G[0]


P_minus, P_plus, E_up, E_down = loop_data[T_double][2]
margin = 0.01 * (E_up - E_down)
E_equal = brentq(depth_difference, E_down + margin, E_up - margin)
assert E_down < E_equal < E_up

# End point of the field-induced transition, located on sampled F
P = np.linspace(0, 0.35, 20001)
F = free_energy(P, a * offset_2, b, c)
k = int(np.argmin(F[2:] - 2 * F[1:-1] + F[:-2])) + 1
P_end_sampled = P[k]
E_end_sampled = (F[k + 1] - F[k - 1]) / (P[k + 1] - P[k - 1])
P_end = np.sqrt(3 * b / (10 * c))
E_end = 4 * b * P_end**3 / 5
assert abs(P_end_sampled / P_end - 1) < 2e-3
assert abs(E_end_sampled / E_end - 1) < 1e-5

# Polarization of the polar minimum at Tc and at its disappearance
P_at_Tc = P[np.argmin(free_energy(P, a * offset_c, b, c)[1000:]) + 1000]
assert abs(P_at_Tc - np.sqrt(3 * b / (4 * c))) < 1e-4
F1 = free_energy(P, a * offset_1, b, c)
P_at_T1 = P[np.argmin(np.diff(F1)[5000:]) + 5000]
assert abs(P_at_T1 - np.sqrt(b / (2 * c))) < 1e-3

print(f"T0 = {T0:.1f} K")
print(f"a = {a:.3e} V m C^-1 K^-1")
print(f"b = {b:.3e} V m^5 C^-3")
print(f"c = {c:.3e} V m^9 C^-5")
print(f"Tc from sampled F = {Tc:.3f} K")
print(f"T1 from sampled F = {T1:.3f} K")
print(f"T2 from sampled F = {T2:.3f} K")
print(f"Tc - T0 = {offset_c:.3f} K")
print(f"T1 - T0 = {offset_1:.3f} K")
print(f"T2 - T0 = {offset_2:.3f} K")
print(f"window width T2 - T1 = {T2 - T1:.3f} K")
print(f"(T1 - T0)/(Tc - T0) = {offset_1 / offset_c:.5f}")
print(f"(T2 - T0)/(Tc - T0) = {offset_2 / offset_c:.5f}")
print(f"(T2 - T1)/(Tc - T0) = {(T2 - T1) / offset_c:.5f}")
print(f"16/15 = {16 / 15:.5f}")
print(f"polar minimum at Tc: P = {np.sqrt(3*b/(4*c)):.4f} C/m^2")
print(f"polar inflection at T1: P = {np.sqrt(b/(2*c)):.4f} C/m^2")
for T in (T_rem, T_double):
    P0, found, (Pm, Pp, Eu, Ed) = loop_data[T]
    print(f"At T = {T:.1f} K:")
    print(f"  alpha = {a * (T - T0):.3e} V m/C")
    print(f"  P_minus = {Pm:.4f} C/m^2, P_plus = {Pp:.4f} C/m^2")
    print(f"  E_up formula = {Eu / 1e6:.3f} MV/m")
    print(f"  E_down formula = {Ed / 1e6:.3f} MV/m")
    print(f"  P at E = 0 on falling sweep = {abs(P0):.4f} C/m^2")
    for number, (E, before, after) in enumerate(found, 1):
        print(f"  falling sweep, jump {number}: E = {E / 1e6:.3f} MV/m")
        print(f"    P from {before:.3f} to {after:.3f} C/m^2")
print(f"remanence formula at {T_rem:.1f} K = {P_rem:.4f} C/m^2")
print(f"equal-depth field at {T_double:.1f} K = {E_equal/1e6:.3f} MV/m")
print(f"jumps on falling sweep at {T_none:.1f} K = {len(jumps(down_none))}")
print(f"end point at T2: P = {P_end:.4f} C/m^2")
print(f"end point at T2: E = {E_end / 1e6:.3f} MV/m")
print(f"field step of sweeps = {field_step / 1e6:.3f} MV/m")
print("verified")
```

Printed output:

```
T0 = 380.0 K
a = 8.000e+05 V m C^-1 K^-1
b = 8.000e+08 V m^5 C^-3
c = 1.000e+10 V m^9 C^-5
Tc from sampled F = 395.000 K
T1 from sampled F = 400.000 K
T2 from sampled F = 416.000 K
Tc - T0 = 15.000 K
T1 - T0 = 20.000 K
T2 - T0 = 36.000 K
window width T2 - T1 = 16.000 K
(T1 - T0)/(Tc - T0) = 1.33333
(T2 - T0)/(Tc - T0) = 2.40000
(T2 - T1)/(Tc - T0) = 1.06667
16/15 = 1.06667
polar minimum at Tc: P = 0.2449 C/m^2
polar inflection at T1: P = 0.2000 C/m^2
At T = 397.0 K:
  alpha = 1.360e+07 V m/C
  P_minus = 0.0810 C/m^2, P_plus = 0.2036 C/m^2
  E_up formula = 0.711 MV/m
  E_down formula = -0.484 MV/m
  P at E = 0 on falling sweep = 0.2356 C/m^2
  falling sweep, jump 1: E = -0.486 MV/m
    P from 0.205 to -0.039 C/m^2
  falling sweep, jump 2: E = -0.712 MV/m
    P from -0.078 to -0.251 C/m^2
At T = 408.0 K:
  alpha = 2.240e+07 V m/C
  P_minus = 0.1126 C/m^2, P_plus = 0.1879 C/m^2
  E_up formula = 1.561 MV/m
  E_down formula = 1.244 MV/m
  P at E = 0 on falling sweep = 0.0000 C/m^2
  falling sweep, jump 1: E = 1.242 MV/m
    P from 0.188 to 0.065 C/m^2
  falling sweep, jump 2: E = -1.562 MV/m
    P from -0.110 to -0.220 C/m^2
remanence formula at 397.0 K = 0.2356 C/m^2
equal-depth field at 408.0 K = 1.415 MV/m
jumps on falling sweep at 420.0 K = 0
end point at T2: P = 0.1549 C/m^2
end point at T2: E = 2.380 MV/m
field step of sweeps = 0.002 MV/m
verified
```
